# Photocurrent from Dyson orbitals and its reduction to the diagonal spectral function: a program that tests the result

```python
"""Sudden-approximation photocurrent from Dyson orbitals.

Result under test (Hartree atomic units):
  J_k = 2 pi sum_s |sum_q D_kq g_s(q)|^2 delta(eps_k - omega - eps_s)
      = 2 pi sum_pq D_kp A_pq(eps_k - omega) conj(D_kq)
g_s(q) = <ion s|c_q|ground> : Dyson orbital;  eps_s = E0 - E_s : removal energy
D : one-body light operator;  A_pq(E) = sum_s g_s(p) conj(g_s(q)) delta(E-eps_s)
Target: two sites L, R with two electrons, hopping t, on-site repulsion U.
Modes: 0 L-up, 1 R-up, 2 L-down, 3 R-down, 4 photoelectron-up.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def annihilators(count):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for j in range(count):
        op = np.eye(1)
        for i in range(count):
            op = np.kron(op, parity if i < j else lower if i == j else np.eye(2))
        result.append(op)
    return result


c = annihilators(5)
cd = [op.T for op in c]
num = [cd[i] @ c[i] for i in range(5)]
total_up = np.diag(num[0] + num[1] + num[4])
total_down = np.diag(num[2] + num[3])


def hamiltonian(e_left, e_right, t, U, e_photo, mixing=0.0):
    H = e_left * (num[0] + num[2]) + e_right * (num[1] + num[3])
    H = H + U * (num[0] @ num[2] + num[1] @ num[3]) + e_photo * num[4]
    for left, right in ((0, 1), (2, 3)):
        H = H - t * cd[left] @ c[right] - np.conj(t) * cd[right] @ c[left]
    return H + mixing * (cd[4] @ c[0] + cd[0] @ c[4])


def sector(H, n_up, n_down):
    idx = np.where((np.round(total_up) == n_up)
                   & (np.round(total_down) == n_down))[0]
    energies, vectors = np.linalg.eigh(H[np.ix_(idx, idx)])
    full = np.zeros((H.shape[0], len(idx)), dtype=complex)
    full[idx] = vectors
    return energies, full


def solve_target(H):
    """Neutral states, ion states and Dyson orbitals g[s, site]."""
    E, states = sector(H, 1, 1)
    E_ion, ions = sector(H, 0, 1)
    first = ions.conj().T @ c[0] @ states[:, 0]
    ions = ions * (first / abs(first))        # makes g_s(L) positive
    g = np.array([ions.conj().T @ c[q] @ states[:, 0] for q in (0, 1)]).T
    return E, states, E_ion, ions, g


e_left, e_right, t, U = -0.6, -0.5, 0.1, 0.4
omega, e_photo, distance = 2.0, 1.5, 3.0

# General light operator with complex elements and bound-bound parts
d = np.array([0.8 + 0.3j, 0.5 - 0.6j])
light = np.array([[0.2, 0.3, np.conj(d[0])],
                  [0.3, -0.4, np.conj(d[1])],
                  [d[0], d[1], 0.1]])
up = (0, 1, 4)
D = sum(light[i, j] * cd[up[i]] @ c[up[j]] for i in range(3) for j in range(3))
D = D + sum(light[i, j] * cd[2 + i] @ c[2 + j]
            for i in range(2) for j in range(2))

# Exact many-body final states against Dyson orbitals (complex hopping)
H_test = hamiltonian(e_left, e_right, t * np.exp(0.7j), U, e_photo)
E, states, E_ion, ions, g = solve_target(H_test)
eps = E[0] - E_ion
photo_occ = np.real(np.diag(states.conj().T @ num[4] @ states))
assert np.allclose(photo_occ, [0, 0, 0, 0, 1, 1], atol=1e-10)
exact_strength = abs(states[:, 4:].conj().T @ D @ states[:, 0])**2
dyson_strength = abs(g @ d)**2
assert np.allclose(exact_strength, dyson_strength, atol=1e-12)
assert np.allclose(E[4:] - E[0], e_photo - eps, atol=1e-12)

# Sum over ion states gives the one-body density matrix
density = np.array([[states[:, 0].conj() @ cd[q] @ c[p] @ states[:, 0]
                     for q in (0, 1)] for p in (0, 1)])
assert np.allclose(g.T @ g.conj(), density, atol=1e-12)

# Photoelectron orbital present in the ground state: an extra term appears
H_mix = hamiltonian(e_left, e_right, t, U, e_photo, mixing=0.05)
_, mixed = sector(H_mix, 1, 1)
_, mixed_ions = sector(H_mix, 0, 1)
bra = mixed_ions.conj().T
whole = bra @ c[4] @ D @ mixed[:, 0]
direct = sum(light[2, j] * (bra @ c[up[j]] @ mixed[:, 0]) for j in range(3))
extra = bra @ D @ c[4] @ mixed[:, 0]
assert np.allclose(whole, direct + extra, atol=1e-12)
assert np.max(abs(extra)) > 1e-3

# Time-ordered Green's function by linear solves, near each removal energy
eta, one = 1e-4, np.eye(32)
for energy in (eps[0], eps[0] + eta, eps[1], eps[1] - eta):
    G = np.zeros((2, 2), dtype=complex)
    gs = states[:, 0]
    for p in range(2):
        hole = np.linalg.solve((energy - 1j * eta - E[0]) * one + H_test,
                               c[p] @ gs)
        for q in range(2):
            particle = np.linalg.solve(
                (energy + 1j * eta + E[0]) * one - H_test, cd[q] @ gs)
            G[p, q] = gs.conj() @ cd[q] @ hole + gs.conj() @ c[p] @ particle
    A = (G - G.conj().T) / (2j * np.pi)
    from_G = np.real(d @ A @ d.conj())
    from_g = np.sum(dyson_strength * eta / np.pi / ((energy - eps)**2 + eta**2))
    assert abs(from_G / from_g - 1) < 1e-4    # particle tail is O(eta^2)

# Golden rule: propagation in a real oscillating field, dense final levels
levels = np.linspace(0.4, 2.4, 201)
spacing, field, duration, steps = levels[1] - levels[0], 2e-4, 150.0, 3000
W = states[:, 4:].conj().T @ D @ states[:, :4]
final_E = E_ion[:, None] + levels[None, :]


def derivative(time, a, b):
    f = 2 * field * np.cos(omega * time)
    phase_a, phase_b = np.exp(-1j * E[:4] * time), np.exp(-1j * final_E * time)
    da = -1j * f * phase_a.conj() * (W.conj().T @ (phase_b * b).sum(axis=1))
    db = -1j * f * phase_b.conj() * (W @ (phase_a * a))[:, None]
    return da, db


a = np.array([1, 0, 0, 0], dtype=complex)
b = np.zeros(final_E.shape, dtype=complex)
dt = duration / steps
for n in range(steps):
    time = n * dt
    a1, b1 = derivative(time, a, b)
    a2, b2 = derivative(time + dt / 2, a + dt / 2 * a1, b + dt / 2 * b1)
    a3, b3 = derivative(time + dt / 2, a + dt / 2 * a2, b + dt / 2 * b2)
    a4, b4 = derivative(time + dt, a + dt * a3, b + dt * b3)
    a = a + dt / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
    b = b + dt / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
prob_run = np.sum(abs(b)**2, axis=1)
prob_rule = 2 * np.pi * field**2 * dyson_strength / spacing * duration
# finite duration and finite band leave errors below about one percent
assert np.allclose(prob_run / prob_rule, 1, atol=0.02)
peaks = levels[np.argmax(abs(b)**2, axis=1)]
assert np.allclose(peaks, omega + eps, atol=1.1 * spacing)

# Worked example: real hopping, unequal levels
E, states, E_ion, ions, g = solve_target(
    hamiltonian(e_left, e_right, t, U, e_photo))
g = g.real
eps = E[0] - E_ion
k = np.sqrt(2 * (omega + eps))
norms = np.sum(g**2, axis=1)
overlap = g[0] @ g[1]
assert abs(overlap) > 1e-3      # no fixed orthonormal basis makes A diagonal


def strength(orbitals, momenta, cosine):
    """Line strengths; site amplitudes exp(-i k.X), L at -R/2, R at +R/2."""
    phase = momenta * distance * cosine
    return abs(orbitals[:, 0] * np.exp(0.5j * phase)
               + orbitals[:, 1] * np.exp(-0.5j * phase))**2


angles = (0, 60, 90)
lines = [strength(g, k, np.cos(np.radians(x))) for x in angles]
assert abs(lines[2][1] / norms[1] - 1) > 0.05
average = np.array([quad(lambda x: strength(g, k, x)[s] / 2, -1, 1)[0]
                    for s in range(2)])
kR = k * distance
assert np.allclose(average, norms + 2 * g[:, 0] * g[:, 1] * np.sin(kR) / kR,
                   atol=1e-9)

# Equal levels: parity makes A diagonal in bonding/antibonding orbitals
E_s, _, Ei_s, _, g_sym = solve_target(hamiltonian(-0.55, -0.55, t, U, e_photo))
parity_basis = np.array([[1, 1], [1, -1]]) / np.sqrt(2)
g_par = g_sym.real @ parity_basis
assert np.allclose([g_par[0, 1], g_par[1, 0]], 0, atol=1e-10)
assert abs((g @ parity_basis)[1, 0]) > 1e-2
weights_sym = np.diag(g_par)**2
bonding_formula = 0.5 * (1 + 2 * t / np.sqrt(4 * t**2 + U**2 / 4))
assert np.allclose(weights_sym, [bonding_formula, 1 - bonding_formula])
k_sym = np.sqrt(2 * (omega + E_s[0] - Ei_s))
for x in angles:
    half = k_sym * distance * np.cos(np.radians(x)) / 2
    diagonal = weights_sym * 2 * np.array([np.cos(half[0])**2,
                                           np.sin(half[1])**2])
    assert np.allclose(strength(g_sym.real, k_sym, np.cos(np.radians(x))),
                       diagonal, atol=1e-10)

# Photoelectron on a line, emitted from L at x=0, contact repulsion with
# the remaining electron on L: contact * delta(x) * n_L
contact = 0.5
n_left = (ions.conj().T @ num[2] @ ions).real
source = g[:, 0]


def contact_strength(photon):
    mom = np.sqrt(2 * (photon + eps))
    V_G0 = contact * n_left @ np.diag(-1j / mom)
    return abs(np.linalg.solve(np.eye(2) - V_G0, source))**2


def grid_strength(photon, h=0.02, half=15):
    m = 2 * half + 1
    M = np.zeros((2 * m, 2 * m), dtype=complex)
    rhs = np.zeros(2 * m, dtype=complex)
    for s in range(2):
        kinetic = photon + eps[s]
        block = ((kinetic - 1 / h**2) * np.eye(m)
                 + (np.eye(m, k=1) + np.eye(m, k=-1)) / (2 * h**2)).astype(complex)
        outgoing = np.exp(1j * np.arccos(1 - kinetic * h**2)) / (2 * h**2)
        block[0, 0] += outgoing
        block[-1, -1] += outgoing
        M[s * m:(s + 1) * m, s * m:(s + 1) * m] = block
        rhs[s * m + half] = source[s] / h
    for s in range(2):
        for r in range(2):
            M[s * m + half, r * m + half] -= contact * n_left[s, r] / h
    wave = np.linalg.solve(M, rhs).reshape(2, m)
    return 2 * (photon + eps) * abs(wave[:, -1])**2


for photon in (1.0, 2.0):
    assert np.allclose(grid_strength(photon) / contact_strength(photon), 1,
                       atol=2e-3)             # grid error of order (k h)^2
sudden_ratio = source[1]**2 / source[0]**2
photons = (1.0, 2.0, 5.0, 20.0, 80.0)
ratios = [contact_strength(x)[1] / contact_strength(x)[0] for x in photons]
error_fall = (ratios[3] - sudden_ratio) / (ratios[4] - sudden_ratio)
assert abs(error_fall - 4) < 0.3

print(f"Site levels L, R: {e_left:.2f}, {e_right:.2f} hartree")
print(f"Hopping t, repulsion U: {t:.2f}, {U:.2f} hartree")
print(f"Photon energy: {omega:.2f} hartree; site distance: {distance:.1f} bohr")
print(f"Ground-state energy E0: {E[0]:.5f} hartree")
for s, name in enumerate(("main", "satellite")):
    print(f"{name}: ion energy {E_ion[s]:.5f} hartree")
    print(f"{name}: removal energy {eps[s]:.5f} hartree"
          f" = {eps[s] * HARTREE_EV:.3f} eV")
    print(f"{name}: Dyson orbital (L, R) = ({g[s, 0]:.5f}, {g[s, 1]:.5f})")
    print(f"{name}: squared norm {norms[s]:.5f}")
    print(f"{name}: kinetic energy {omega + eps[s]:.5f} hartree,"
          f" k = {k[s]:.5f} 1/bohr")
print(f"Overlap of the two Dyson orbitals: {overlap:.5f}")
print(f"Sum of squared norms (spin up): {norms.sum():.5f}")
print("Line strengths in units of the squared site amplitude:")
for x, line in zip(angles, lines):
    print(f"angle {x} deg from axis: main {line[0]:.5f},"
          f" satellite {line[1]:.5f}, ratio {line[1] / line[0]:.4f}")
print(f"diagonal terms only: main {norms[0]:.5f}, satellite {norms[1]:.5f},"
      f" ratio {norms[1] / norms[0]:.4f}")
print(f"average over directions: main {average[0]:.5f},"
      f" satellite {average[1]:.5f}, ratio {average[1] / average[0]:.4f}")
print(f"Equal levels (-0.55 hartree): bonding weight {weights_sym[0]:.5f},"
      f" antibonding weight {weights_sym[1]:.5f}")
print(f"Contact strength: {contact:.2f} hartree bohr")
print(f"Light on L only, A_LL weights: main {source[0]**2:.5f},"
      f" satellite {source[1]**2:.5f}")
print(f"Satellite/main ratio, sudden limit: {sudden_ratio:.5f}")
for x, ratio in zip(photons, ratios):
    print(f"Satellite/main ratio at photon energy {x:.0f} hartree: {ratio:.5f}")
print(f"Ratio error at 20 hartree over that at 80 hartree: {error_fall:.3f}")
print("Time propagation (test case with complex hopping):")
print(f"duration {duration:.0f} a.u., level spacing {spacing:.3f} hartree")
for s, name in enumerate(("main", "satellite")):
    print(f"{name}: emission probability {prob_run[s]:.4e},"
          f" golden rule {prob_rule[s]:.4e}")
print(f"Largest extra term when k is in the ground state:"
      f" {np.max(abs(extra)):.5f} (dipole units of the test)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Site levels L, R: -0.60, -0.50 hartree
Hopping t, repulsion U: 0.10, 0.40 hartree
Photon energy: 2.00 hartree; site distance: 3.0 bohr
Ground-state energy E0: -1.18595 hartree
main: ion energy -0.66180 hartree
main: removal energy -0.52415 hartree = -14.263 eV
main: Dyson orbital (L, R) = (0.62585, 0.66701)
main: squared norm 0.83659
main: kinetic energy 1.47585 hartree, k = 1.71805 1/bohr
satellite: ion energy -0.43820 hartree
satellite: removal energy -0.74776 hartree = -20.347 eV
satellite: Dyson orbital (L, R) = (0.37441, -0.15242)
satellite: squared norm 0.16341
satellite: kinetic energy 1.25224 hartree, k = 1.58256 1/bohr
Overlap of the two Dyson orbitals: 0.13266
Sum of squared norms (spin up): 1.00000
Line strengths in units of the squared site amplitude:
angle 0 deg from axis: main 1.19354, satellite 0.15938, ratio 0.1335
angle 60 deg from axis: main 0.13123, satellite 0.24552, ratio 1.8710
angle 90 deg from axis: main 1.67148, satellite 0.04928, ratio 0.0295
diagonal terms only: main 0.83659, satellite 0.16341, ratio 0.1953
average over directions: main 0.69015, satellite 0.18744, ratio 0.2716
Equal levels (-0.55 hartree): bonding weight 0.85355, antibonding weight 0.14645
Contact strength: 0.50 hartree bohr
Light on L only, A_LL weights: main 0.39169, satellite 0.14018
Satellite/main ratio, sudden limit: 0.35789
Satellite/main ratio at photon energy 1 hartree: 0.48958
Satellite/main ratio at photon energy 2 hartree: 0.41134
Satellite/main ratio at photon energy 5 hartree: 0.37625
Satellite/main ratio at photon energy 20 hartree: 0.36216
Satellite/main ratio at photon energy 80 hartree: 0.35894
Ratio error at 20 hartree over that at 80 hartree: 4.069
Time propagation (test case with complex hopping):
duration 150 a.u., level spacing 0.010 hartree
main: emission probability 1.3467e-03, golden rule 1.3532e-03
satellite: emission probability 5.3881e-04, golden rule 5.4143e-04
Largest extra term when k is in the ground state: 0.00630 (dipole units of the test)
ALL CHECKS PASSED
```
